# Collisions in the Lindhard function: number conservation and Mermin's form: test program

```python
"""
Result under test: collisions at rate gamma in a homogeneous electron gas.
  substituted form: chi0(q, z), z = omega + i*gamma   (loses particles locally)
  Mermin form: z*chi0(q,z) / (omega + i*gamma*chi0(q,z)/chi0(q,0))
chi0 is the Lindhard density response (density = chi * potential energy).
The Mermin form conserves number locally and tends to the Drude response.
Symbols: q wavevector, omega frequency, kf Fermi wavevector, n density.
Gas: Hartree atomic units, T = 0, both spins. Ring: hopping energy = 1, no spin.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar


def mermin(chi_z, chi_static, omega, gamma):
    z = omega + 1j * gamma
    return z * chi_z / (omega + 1j * gamma * chi_z / chi_static)


# ---------- Ring: time propagation of the density matrix after a kick ----------
sites = 12
ring_gamma, temperature, mu = 0.5, 0.5, -0.5
kick = 1e-4
wave = np.cos(2 * np.pi * np.arange(sites) / sites)
potential = np.diag(wave)          # on-site potential of unit amplitude
hop = np.zeros((sites, sites))
for j in range(sites):
    hop[j, (j + 1) % sites] = hop[(j + 1) % sites, j] = -1.0


def fermi(energy):
    return 1 / (np.exp((energy - mu) / temperature) + 1)


def equilibrium(hamiltonian):
    energy, vec = np.linalg.eigh(hamiltonian)
    return (vec * fermi(energy)) @ vec.T


rho_eq = equilibrium(hop)
n_eq = np.diag(rho_eq).copy()


def amplitude(rho):
    return 2 / sites * wave @ (np.diag(rho).real - n_eq)


step_v = 1e-3
ring_static = (amplitude(equilibrium(hop + step_v * potential))
               - amplitude(equilibrium(hop - step_v * potential))) / (2 * step_v)
region = [10, 11, 0, 1, 2]


def propagate(local_target):
    """Relax to local equilibrium (True) or to global equilibrium (False)."""
    def rate(rho):
        target = rho_eq
        if local_target:
            target = equilibrium(hop + amplitude(rho) / ring_static * potential)
        return -1j * (hop @ rho - rho @ hop) - ring_gamma * (rho - target)

    dt, steps = 0.05, 1200
    phase = np.exp(-1j * kick * wave)
    rho = phase[:, None] * rho_eq * phase.conj()[None, :]
    density, inflow, number = [], [], []
    for i in range(steps + 1):
        density.append(amplitude(rho) / kick)
        number.append((np.diag(rho).real - n_eq)[region].sum() / kick)
        inflow.append(2 * (hop[2, 3] * rho[3, 2]
                           + hop[10, 9] * rho[9, 10]).imag / kick)
        k1 = rate(rho)
        k2 = rate(rho + dt / 2 * k1)
        k3 = rate(rho + dt / 2 * k2)
        k4 = rate(rho + dt * k3)
        rho = rho + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    time = dt * np.arange(steps + 1)
    return time, np.array(density), np.array(inflow), np.array(number)


def ring_chi0(z):
    k = 2 * np.pi * np.arange(sites) / sites
    e1, e2 = -2 * np.cos(k), -2 * np.cos(k + 2 * np.pi / sites)
    return np.mean((fermi(e1) - fermi(e2)) / (z - e2 + e1))


ring_omega = 0.7
print("RING, energies in units of the hopping")
print(f"sites {sites}, gamma {ring_gamma}, temperature {temperature}, mu {mu}")
print(f"test frequency {ring_omega}")
for local_target, name in ((True, "local target"), (False, "global target")):
    time, density, inflow, number = propagate(local_target)
    print(f"{name}:")
    for w in (ring_omega, 0.0):
        simulated = simpson(density * np.exp(1j * w * time), x=time)
        formula = ring_chi0(w + 1j * ring_gamma)
        if local_target:
            formula = mermin(formula, ring_chi0(0), w, ring_gamma)
        assert abs(simulated - formula) < 1e-3 * abs(formula)
        print(f" omega {w}: chi propagated {simulated:.5f}, formula {formula:.5f}")
    if local_target:
        # zero-frequency response must be the true static susceptibility
        assert abs(simulated - ring_static) < 1e-3 * abs(ring_static)
    cut = 41
    entered = simpson(inflow[:cut], x=time[:cut])
    gained = number[cut - 1] - number[0]
    lost = ring_gamma * simpson(number[:cut], x=time[:cut])
    expected_loss = 0.0 if local_target else lost
    assert abs(entered - gained - expected_loss) < 1e-3 * abs(entered)
    if not local_target:
        assert abs(entered - gained) > 0.1 * abs(entered)
    print(f" up to t=2, per kick: entered {entered:.4f}, gained {gained:.4f}")
print(f"ring static chi from diagonalization {ring_static:.5f}")

# ---------- Three-dimensional gas ----------
rs, gamma = 4.0, 0.01
n = 3 / (4 * np.pi * rs**3)
kf = (3 * np.pi**2 * n) ** (1 / 3)
dos = kf / np.pi**2
wp = np.sqrt(4 * np.pi * n)


def lindhard(q, z):
    def psi(v):
        return v / 2 + (1 - v * v) / 4 * np.log((v + 1) / (v - 1))
    v = z / (q * kf)
    return dos * kf / q * (psi(v - q / (2 * kf)) - psi(v + q / (2 * kf)))


def static(q):
    return lindhard(q, 1e-15j).real


def naive_chi(q, w):
    return lindhard(q, w + 1j * gamma)


def mermin_chi(q, w):
    return mermin(naive_chi(q, w), static(q), w, gamma)


def lindhard_quadrature(q, z):
    """Definition, integrated over the plane normal to q, then along q."""
    def area(k):
        return np.pi * np.maximum(kf**2 - k**2, 0)
    x, weight = np.polynomial.legendre.leggauss(200)
    edges = [-kf - q / 2, -kf + q / 2, kf - q / 2, kf + q / 2]
    total = 0
    for a, b in zip(edges[:-1], edges[1:]):
        s = (a + b) / 2 + (b - a) / 2 * x
        f = (area(s - q / 2) - area(s + q / 2)) / (z - q * s)
        total += (b - a) / 2 * np.sum(weight * f)
    return 2 / (2 * np.pi) ** 3 * total


for q in (0.1, 0.3):
    for z in (0.05 + 1j * gamma, 1j * gamma):
        ref = lindhard_quadrature(q, z)
        assert abs(lindhard(q, z) - ref) < 1e-7 * abs(ref)
    ref = lindhard_quadrature(q, 0.0)
    assert abs(static(q) - ref) < 1e-7 * abs(ref)

print("GAS, Hartree atomic units")
print(f"rs {rs}, gamma {gamma}, tau {1 / gamma:.1f}")
print(f"n {n:.6f}, kf {kf:.5f}, EF {kf**2 / 2:.5f}, wp {wp:.5f}")

# Long-wavelength limit: deviations must vanish as q squared
w = 0.05
z = w + 1j * gamma
for chi, limit in ((mermin_chi, n / (w * z)), (naive_chi, n / z**2)):
    err = [abs(chi(q, w) / (q * q * limit) - 1) for q in (0.01, 0.005)]
    assert err[0] < 0.02 and 3.7 < err[0] / err[1] < 4.3

# Conductivity in the order q -> 0 first
sigma_dc = n / gamma
si = const.e**2 / (const.hbar * const.physical_constants["Bohr radius"][0])
print(f"Drude dc conductivity {sigma_dc:.4f} au = {sigma_dc * si:.3e} S/m")
q = 5e-4
print(f"Re sigma / Drude dc value, at q {q}:")
for x in (0.1, 1.0, 3.0):
    w = x * gamma
    good = (1j * w * mermin_chi(q, w) / q**2).real / sigma_dc
    bad = (1j * w * naive_chi(q, w) / q**2).real / sigma_dc
    assert abs(good * (1 + x * x) - 1) < 5e-3
    assert abs(bad * (1 + x * x) ** 2 / (2 * x * x) - 1) < 5e-3
    print(f" omega/gamma {x}: Mermin {good:.4f}, substituted {bad:.4f}")

# Width of the plasmon peak in the loss function
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
q = 0.02
print(f"plasmon loss peak at q {q}:")
for chi, name, factor in ((mermin_chi, "Mermin", 1), (naive_chi, "substituted", 2)):
    def loss(w):
        return (-1 / (1 - 4 * np.pi / q**2 * chi(q, w))).imag
    peak = minimize_scalar(lambda w: -loss(w), bounds=(0.18, 0.26),
                           method="bounded", options={"xatol": 1e-9}).x
    half = loss(peak) / 2
    left = brentq(lambda w: loss(w) - half, peak - 0.05, peak)
    right = brentq(lambda w: loss(w) - half, peak, peak + 0.05)
    width = right - left
    assert abs(width / (factor * gamma) - 1) < 0.02
    print(f" {name}: position {peak:.4f}, FWHM {width:.5f} = "
          f"{width * hartree_ev:.3f} eV")

# Static screening
print("static dielectric function (RPA):")
for q in (0.1, 0.01):
    true_eps = 1 - 4 * np.pi / q**2 * mermin_chi(q, 1e-9).real
    bad_eps = 1 - 4 * np.pi / q**2 * naive_chi(q, 0.0).real
    ref_eps = 1 - 4 * np.pi / q**2 * lindhard_quadrature(q, 0.0)
    assert abs(true_eps / ref_eps - 1) < 1e-5 and bad_eps < 0.95 * ref_eps
    print(f" q {q}: Mermin {true_eps:.2f}, substituted {bad_eps:.2f}")
q = 1e-3
assert abs(naive_chi(q, 0.0).real / (-n * q**2 / gamma**2) - 1) < 0.01

# Diffusion pole omega = -i*s of the Mermin response
diffusion = kf**2 / (3 * gamma)
print(f"diffusion constant vF^2 tau/3 = {diffusion:.4f}")
for q in (0.004, 0.002):
    def denominator(s):
        return -s + gamma * (lindhard(q, 1j * (gamma - s)) / static(q)).real
    pole = brentq(denominator, 0, 3 * diffusion * q**2, xtol=1e-16)
    assert abs(pole / (diffusion * q**2) - 1) < 5e-3
    print(f" q {q}: pole rate {pole:.4e}, D q^2 {diffusion * q**2:.4e}")

# f-sum rule: satisfied by both forms
q, top = 0.3, 20.0
print(f"f-sum integral / (-pi n q^2/2), at q {q}:")
for chi, name, tail in ((mermin_chi, "Mermin", 1), (naive_chi, "substituted", 2)):
    total = sum(quad(lambda w: w * chi(q, w).imag, a, b,
                     epsabs=1e-10, epsrel=1e-7, limit=300)[0]
                for a, b in ((0, 0.3), (0.3, 2), (2, top)))
    total -= tail * gamma * n * q**2 / top   # leading analytic tail above top
    ratio = total / (-np.pi * n * q**2 / 2)
    assert abs(ratio - 1) < 3e-4
    print(f" {name}: {ratio:.5f}")

# Collisions written as a kernel on top of the collisionless response
w = 0.1
print(f"collision kernel at omega {w}:")
for q in (0.02, 0.01):
    kernel = 1 / lindhard(q, w + 1e-12j) - 1 / mermin_chi(q, w)
    limit = -1j * w * gamma / (n * q**2)
    assert abs(kernel / limit - 1) < 0.02
    print(f" q {q}: Im f {kernel.imag:.2f}, limit form {limit.imag:.2f}")

print("finished without a failed check")
```

Printed output:

```
RING, energies in units of the hopping
sites 12, gamma 0.5, temperature 0.5, mu -0.5
test frequency 0.7
local target:
 omega 0.7: chi propagated -0.15743-0.20909j, formula -0.15743-0.20909j
 omega 0.0: chi propagated -0.18771+0.00000j, formula -0.18771+0.00000j
 up to t=2, per kick: entered -0.3550, gained -0.3550
global target:
 omega 0.7: chi propagated -0.09476-0.11036j, formula -0.09476-0.11036j
 omega 0.0: chi propagated -0.13128+0.00000j, formula -0.13128-0.00000j
 up to t=2, per kick: entered -0.4154, gained -0.1980
ring static chi from diagonalization -0.18771
GAS, Hartree atomic units
rs 4.0, gamma 0.01, tau 100.0
n 0.003730, kf 0.47979, EF 0.11510, wp 0.21651
Drude dc conductivity 0.3730 au = 1.716e+06 S/m
Re sigma / Drude dc value, at q 0.0005:
 omega/gamma 0.1: Mermin 0.9903, substituted 0.0196
 omega/gamma 1.0: Mermin 0.5001, substituted 0.5000
 omega/gamma 3.0: Mermin 0.1000, substituted 0.1800
plasmon loss peak at q 0.02:
 Mermin: position 0.2166, FWHM 0.01000 = 0.272 eV
 substituted: position 0.2166, FWHM 0.01999 = 0.544 eV
static dielectric function (RPA):
 q 0.1: Mermin 61.87, substituted 44.50
 q 0.01: Mermin 6109.65, substituted 414.04
diffusion constant vF^2 tau/3 = 7.6733
 q 0.004: pole rate 1.2308e-04, D q^2 1.2277e-04
 q 0.002: pole rate 3.0712e-05, D q^2 3.0693e-05
f-sum integral / (-pi n q^2/2), at q 0.3:
 Mermin: 1.00000
 substituted: 1.00000
collision kernel at omega 0.1:
 q 0.02: Im f -671.85, limit form -670.21
 q 0.01: Im f -2682.46, limit form -2680.83
finished without a failed check
```
